# The hard-wall energy slope and a unique cutoff radius per shell: verification in Python

```python
"""Hard-wall radial orbitals: test of dE/dR = -u'(R)^2/2 (atomic units).

u(r) is r times the radial orbital, normalized on 0 < r < R, with u(R) = 0.
E is its energy in a fixed potential V(r); l is the angular momentum and
n the number of interior nodes. The shift E(R) - E(free) must then fall
strictly with R, so a chosen shift fixes one cutoff radius for each shell.
Example: carbon 2s and 2p in the frozen LDA potential of the free atom.
phi(r, E) denotes the regular outward solution, which ignores the wall.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import solve_ivp
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import eval_legendre, roots_jacobi
from pyscf import dft, gto
from pyscf.dft import libxc

EV = physical_constants["Hartree energy in eV"][0]
ANG = physical_constants["Bohr radius"][0] * 1e10
Z = 6
R_FREE = 18.0      # bohr; sphere that stands for the free atom
ORDER = 80         # polynomial order of the radial grid
STRETCH = 0.3      # smaller values crowd more points at the nucleus

# Gauss-Lobatto-Legendre points, weights and differentiation matrix
T = np.concatenate(([-1.0], roots_jacobi(ORDER - 1, 1, 1)[0], [1.0]))
P = eval_legendre(ORDER, T)
WEIGHT = 2 / (ORDER * (ORDER + 1) * P**2)
GAP = T[:, None] - T[None, :]
np.fill_diagonal(GAP, 1.0)
DIFF = P[:, None] / P[None, :] / GAP
np.fill_diagonal(DIFF, 0.0)
DIFF[0, 0] = -ORDER * (ORDER + 1) / 4
DIFF[-1, -1] = ORDER * (ORDER + 1) / 4
INNER = slice(1, -1)


def radial_grid(radius):
    """Points, integration weights, d/dr matrix and stiffness matrix."""
    x = (T + 1) / 2
    r = radius * (STRETCH * x + x**2) / (1 + STRETCH)
    jac = radius * (STRETCH + 2 * x) / (2 * (1 + STRETCH))
    mass = WEIGHT * jac
    ddr = DIFF / jac[:, None]
    return r, mass, ddr, ddr.T @ (mass[:, None] * ddr)


def box_state(radius, l, n, r_times_v, extra=None):
    """Energy, wall slope u'(R), grid, weights and u of the n-node state."""
    r, mass, ddr, stiff = radial_grid(radius)
    pot = np.zeros_like(r)
    pot[1:] = r_times_v(r[1:]) / r[1:] + l * (l + 1) / (2 * r[1:]**2)
    if extra is not None:
        pot[1:] += extra(r[1:], radius)
    root = np.sqrt(mass[INNER])
    ham = 0.5 * stiff[INNER, INNER] / np.outer(root, root)
    ham += np.diag(pot[INNER])
    vec = eigh(ham, subset_by_index=[0, n])[1][:, n]
    u = np.zeros_like(r)
    u[INNER] = vec / root
    slope = ddr @ u
    # the energy integral is less exposed to rounding than the eigenvalue
    energy = np.sum(mass * (0.5 * slope**2 + pot * u**2))
    return energy, slope[-1], r, mass, u


def difference_slope(energy_of, radius, h=0.03):
    """Fourth-order central difference dE/dR."""
    e = [energy_of(radius + k * h) for k in (-2, -1, 1, 2)]
    return (e[0] - 8 * e[1] + 8 * e[2] - e[3]) / (12 * h)


# ---- hydrogen with the wall at 2 bohr: closed-form energy and slope ----
def hydrogen(r):
    return -np.ones_like(r)


h_energy = box_state(2.0, 0, 0, hydrogen)[0]
h_slope = difference_slope(lambda q: box_state(q, 0, 0, hydrogen)[0], 2.0)
h_closed = -1 / (4 * (np.exp(2) - 7))
assert abs(h_energy + 1 / 8) < 1e-8
assert abs(h_slope / h_closed - 1) < 1e-4   # finite-difference error


# ---- self-consistent LDA potential of the free carbon atom ----
SHELLS = [(0, 0, 2.0), (0, 1, 2.0), (1, 0, 2.0)]   # l, n, electrons


def carbon_potential():
    r, mass, _, stiff = radial_grid(R_FREE)
    rv = -(1 + (Z - 1) * np.exp(-1.5 * r))
    for _ in range(400):
        dens = np.zeros_like(r)
        for l, n, occ in SHELLS:
            u = box_state(R_FREE, l, n, lambda q: rv[1:])[4]
            dens += occ * u**2
        rs = r[INNER]
        source = mass[INNER] * dens[INNER] / rs - stiff[INNER, -1] * Z
        hartree = np.linalg.solve(stiff[INNER, INNER], source)
        rho = np.ascontiguousarray(dens[INNER] / (4 * np.pi * rs**2))
        vxc = libxc.eval_xc("lda,vwn", rho, spin=0, deriv=1)[1][0]
        new = np.zeros_like(r)
        new[0] = -Z
        new[INNER] = -Z + hartree + rs * vxc
        change = np.max(np.abs(new - rv))
        rv = rv + 0.4 * (new - rv)
        if change < 1e-8:
            break
    assert change < 1e-8
    return rv


RV_NODES = carbon_potential()


def carbon(r):
    """r V(r) by barycentric interpolation: one function for all walls."""
    s = np.asarray(r) / R_FREE
    x = (-STRETCH + np.sqrt(STRETCH**2 + 4 * (1 + STRETCH) * s)) / 2
    gap = (2 * x - 1)[..., None] - T
    c = 1 / (P * np.where(gap == 0, 1e-200, gap))
    return (c @ RV_NODES) / c.sum(axis=-1)


VALENCE = {"2s": (0, 1), "2p": (1, 0)}   # l, n
free = {s: box_state(R_FREE, *VALENCE[s], carbon)[0] for s in VALENCE}

# independent check of the atom: Gaussian basis, same functional
mol = gto.M(atom="C 0 0 0", basis="aug-cc-pvtz", verbose=0)
mf = dft.RKS(mol)
mf.xc = "lda,vwn"


def spherical_occupation(mo_energy=None, mo_coeff=None):
    occ = np.zeros(len(mo_energy))
    occ[:5] = [2, 2, 2 / 3, 2 / 3, 2 / 3]
    return occ


mf.get_occ = spherical_occupation
mf.kernel()
gauss = {"2s": mf.mo_energy[1], "2p": np.mean(mf.mo_energy[2:5])}
for s in VALENCE:   # tolerance: incompleteness of the Gaussian basis
    assert abs(gauss[s] - free[s]) * EV < 0.05

print(f"Hartree energy = {EV:.6f} eV; bohr radius = {ANG:.6f} angstrom")
print(f"hbar^2/(2m) = {EV * ANG**2 / 2:.5f} eV angstrom^2")
print(f"Hydrogen, wall at {2 * ANG:.5f} angstrom: E = {h_energy * EV:.5f} eV")
print(f"  dE/dR closed form  {h_closed * EV / ANG:.5f} eV/angstrom")
print(f"  dE/dR differences  {h_slope * EV / ANG:.5f} eV/angstrom")
print(f"Carbon LDA, free-atom sphere radius {R_FREE * ANG:.3f} angstrom")
for s in VALENCE:
    print(f"  {s} free level {free[s] * EV:.4f} eV; "
          f"Gaussian basis {gauss[s] * EV:.4f} eV")


# ---- the slope theorem, and monotonic fall of the shift ----
print("Shell, R (angstrom), shift (eV), |u'(R)| (angstrom^-3/2),")
print("  dE/dR from u' and from differences (eV/angstrom):")
for s, (l, n) in VALENCE.items():
    for r_ang in (1.5, 2.0, 2.5, 3.0):
        radius = r_ang / ANG
        e, du = box_state(radius, l, n, carbon)[:2]
        formula = -du**2 / 2
        numeric = difference_slope(
            lambda q: box_state(q, l, n, carbon)[0], radius)
        assert abs(numeric / formula - 1) < 1e-4   # difference error
        print(f"  {s} {r_ang:.1f} {(e - free[s]) * EV:9.5f} "
              f"{abs(du) / ANG**1.5:.5f} {formula * EV / ANG:10.5f} "
              f"{numeric * EV / ANG:10.5f}")
    scan = np.array([box_state(q / ANG, l, n, carbon)[0]
                     for q in np.linspace(0.5, 5.0, 46)])
    assert np.all(np.diff(scan) < 0) and np.all(scan > free[s])


# ---- outward solution: Wronskian identity and counting of zeros ----
def outward(energy, l, r_end):
    """Zeros of phi, and (phi, phi', integral of phi^2) at r_end."""
    r0 = 1e-4

    def rhs(r, y):
        w = 2 * (carbon(r) / r - energy) + l * (l + 1) / r**2
        return [y[1], w * y[0], y[0]**2]

    def crossing(r, y):
        return y[0]

    start = [r0**(l + 1) * (1 - Z * r0 / (l + 1)),
             (l + 1) * r0**l - Z * (l + 2) / (l + 1) * r0**(l + 1), 0.0]
    sol = solve_ivp(rhs, (r0, r_end), start, method="DOP853",
                    rtol=1e-10, atol=1e-15, events=crossing)
    assert sol.success
    return sol.t_events[0], sol.y[:, -1]


for s, (l, n) in VALENCE.items():
    e0, de, r_test = free[s] + 0.02, 1e-3, 4.0
    mid = outward(e0, l, r_test)[1]
    up = outward(e0 + de, l, r_test)[1]
    down = outward(e0 - de, l, r_test)[1]
    phi_e, dphi_e = (up[:2] - down[:2]) / (2 * de)
    wronskian = mid[1] * phi_e - mid[0] * dphi_e
    assert abs(wronskian / (2 * mid[2]) - 1) < 1e-4   # difference error
    below = outward(free[s] - 0.2 / EV, l, 16.0)[0]
    assert len(below) == n
    print(f"{s}: zeros of phi 0.2 eV below the free level: {len(below)}")

# ---- one cutoff radius per shell for a common energy shift ----
print("Common shift (eV), cutoff radii of 2s and 2p (angstrom):")
previous = {s: 0.0 for s in VALENCE}
for shift_ev in (1.0, 0.5, 0.2, 0.1, 0.05, 0.02, 0.01):
    cut = {}
    for s, (l, n) in VALENCE.items():
        target = free[s] + shift_ev / EV
        cut[s] = brentq(lambda q: box_state(q, l, n, carbon)[0] - target,
                        1.0, 16.0, xtol=1e-9)
        zeros = outward(target, l, 16.0)[0]
        assert len(zeros) == n + 1
        assert abs(zeros[n] - cut[s]) < 1e-4   # bohr; integration error
        assert cut[s] > previous[s]
    previous = cut
    print(f"  {shift_ev:.2f}  {cut['2s'] * ANG:.4f}  {cut['2p'] * ANG:.4f}")
    if shift_ev == 0.1:
        print(f"    in bohr: {cut['2s']:.4f}  {cut['2p']:.4f}")

# ---- the shift as an integral of the squared wall slope ----
R_START = 2.5 / ANG
l, n = VALENCE["2p"]
pts, wts = np.polynomial.legendre.leggauss(32)
half = (R_FREE - R_START) / 2
walls = R_START + half * (pts + 1)
squares = np.array([box_state(q, l, n, carbon)[1]**2 for q in walls])
integral = half * np.sum(wts * squares) / 2
direct = box_state(R_START, l, n, carbon)[0] - free["2p"]
assert abs(integral / direct - 1) < 1e-5
print(f"2p shift at 2.5 angstrom: direct {direct * EV:.6f} eV, "
      f"integral {integral * EV:.6f} eV")

# ---- potential that moves with the wall: strength * (r/R)^4 ----
STRENGTH = 10.0 / EV


def confining(r, radius):
    return STRENGTH * (r / radius)**4


_, du, r, mass, u = box_state(R_START, l, n, carbon, confining)
wall_part = -du**2 / 2
potential_part = np.sum(mass * u**2 * (-4 * STRENGTH * r**4 / R_START**5))
total = difference_slope(
    lambda q: box_state(q, l, n, carbon, confining)[0], R_START)
assert abs(total / (wall_part + potential_part) - 1) < 1e-4
assert abs(total / wall_part - 1) > 0.01   # the wall term alone fails
print(f"2p with added {STRENGTH * EV:.1f} eV (r/R)^4, R = 2.5 angstrom:")
print(f"  wall term       {wall_part * EV / ANG:.5f} eV/angstrom")
print(f"  potential term  {potential_part * EV / ANG:.5f} eV/angstrom")
print(f"  differences     {total * EV / ANG:.5f} eV/angstrom")
print("tests ok")
```

Output:

```
Hartree energy = 27.211386 eV; bohr radius = 0.529177 angstrom
hbar^2/(2m) = 3.80998 eV angstrom^2
Hydrogen, wall at 1.05835 angstrom: E = -3.40142 eV
  dE/dR closed form  -33.04284 eV/angstrom
  dE/dR differences  -33.04280 eV/angstrom
Carbon LDA, free-atom sphere radius 9.525 angstrom
  2s free level -13.6293 eV; Gaussian basis -13.6456 eV
  2p free level -5.4201 eV; Gaussian basis -5.4210 eV
Shell, R (angstrom), shift (eV), |u'(R)| (angstrom^-3/2),
  dE/dR from u' and from differences (eV/angstrom):
  2s 1.5   2.98498 1.66670  -10.58376  -10.58376
  2s 2.0   0.52378 0.68954   -1.81153   -1.81153
  2s 2.5   0.09173 0.29115   -0.32296   -0.32296
  2s 3.0   0.01545 0.12087   -0.05566   -0.05566
  2p 1.5   3.80787 1.64464  -10.30545  -10.30544
  2p 2.0   1.05888 0.82580   -2.59821   -2.59821
  2p 2.5   0.31857 0.44501   -0.75450   -0.75450
  2p 3.0   0.09800 0.24608   -0.23072   -0.23072
2s: zeros of phi 0.2 eV below the free level: 1
2p: zeros of phi 0.2 eV below the free level: 0
Common shift (eV), cutoff radii of 2s and 2p (angstrom):
  1.00  1.8130  2.0233
  0.50  2.0134  2.3104
  0.20  2.2775  2.6971
  0.10  2.4755  2.9914
    in bohr: 4.6780  5.6530
  0.05  2.6716  3.2856
  0.02  2.9282  3.6729
  0.01  3.1204  3.9646
2p shift at 2.5 angstrom: direct 0.318574 eV, integral 0.318574 eV
2p with added 10.0 eV (r/R)^4, R = 2.5 angstrom:
  wall term       -0.48714 eV/angstrom
  potential term  -0.54179 eV/angstrom
  differences     -1.02893 eV/angstrom
tests ok
```
